# One-Loop Roughening of Conserved Epitaxial Growth with Deposition Noise

A film grows on a $d$-dimensional substrate. Its height $h(\mathbf x,t)$, measured from the growing mean, obeys

$$
\partial_t h=-\kappa\nabla^4h+\frac{\lambda}{2}\nabla^2(\nabla h)^2+\eta ,\qquad
\langle\eta(\mathbf x,t)\eta(\mathbf x',t')\rangle=2D\,\delta(\mathbf x-\mathbf x')\delta(t-t').
$$

Here $\kappa>0$, and wavenumbers end at a cutoff $\Lambda$. Surface currents only move material about, so both deterministic terms are divergences. The noise is not conserved because atoms arrive at random. Desorption, voids, step-edge bias and a $\nabla^2h$ term are left out.

For a system of size $L$ the saturated rms roughness scales as $W\sim L^\alpha$ and the relaxation time as $L^z$. Before saturation $W\sim t^\beta$ with $\beta=\alpha/z$. Fourier components are defined by $h(\mathbf x)=\int_q h_{\mathbf q}e^{i\mathbf q\cdot\mathbf x}$, with $\int_q=\int d^dq/(2\pi)^d$.

## (a) When does the nonlinearity matter?

**Question.** Solve the case $\lambda=0$, and find how the coefficients change with the scale of observation.

**Solution.** For $\lambda=0$ each mode relaxes at rate $\kappa q^4$. Its spectrum obeys $\dot C=-2\kappa q^4C+2D$, so in the stationary state

$$
C(q)=\frac{D}{\kappa q^4},\qquad W^2\sim\int_{2\pi/L}dq\,q^{d-5}\sim L^{4-d}\quad(d<4).
$$

The linear exponents are therefore $\alpha=(4-d)/2$ and $z=4$.

Now set $\mathbf x=b\mathbf x'$, $t=b^zt'$, $h=b^\alpha h'$ and multiply the equation by $b^{z-\alpha}$. The delta functions give the noise variance a factor $b^{-d-z}$, and the multiplication adds $b^{2z-2\alpha}$. Hence

$$
\kappa'=b^{z-4}\kappa,\qquad D'=b^{z-2\alpha-d}D,\qquad \lambda'=b^{z+\alpha-4}\lambda .
$$

With the linear exponents $\lambda'=b^{(4-d)/2}\lambda$. The nonlinearity grows with length for $d<4$ and fades for $d>4$ if it is weak.

## (b) How do fast modes change the relaxation?

**Question.** Average over modes in a shell of large $q$, and find the change in $\kappa$ felt by a slow wave.

**Solution.** Write $h=H+f$, with $H$ slow and $f$ fast. The slow equation gains the term $(\lambda/2)\nabla^2\langle(\nabla f)^2\rangle$. To one loop, interactions among the fast modes are dropped:

$$
\partial_tf=-\kappa\nabla^4f+\lambda\nabla^2(\nabla H\cdot\nabla f)+\eta .
$$

Since $f$ relaxes much faster than $H$, take $H=H_ke^{i\mathbf k\cdot\mathbf x}$ as frozen. It correlates fast modes whose wavevectors add to $\mathbf k$. Label them symmetrically, $\mathbf q_\pm=\mathbf k/2\pm\mathbf q$, and let $S$ be the amplitude of $\langle f_{\mathbf q_+}f_{\mathbf q_-}\rangle$.

In the equation for $f_{\mathbf q_+}$ the partner of $H_k$ has wavevector $\mathbf q_+-\mathbf k=-\mathbf q_-$. The outer Laplacian gives $-q_+^2$, and the two gradients give $-\mathbf k\cdot(-\mathbf q_-)=\mathbf k\cdot\mathbf q_-$. The coupling is thus $-\lambda q_+^2(\mathbf k\cdot\mathbf q_-)H_kf_{-\mathbf q_-}$. Multiply by $f_{\mathbf q_-}$, average, and add the term with the labels exchanged. In the stationary state

$$
0=-\kappa(q_+^4+q_-^4)S-\lambda H_k\left[q_+^2(\mathbf k\cdot\mathbf q_-)C(q_-)+q_-^2(\mathbf k\cdot\mathbf q_+)C(q_+)\right].
$$

Inserting $C=D/(\kappa q^4)$,

$$
S=-\frac{\lambda DH_k}{\kappa^2}\,
\frac{q_+^2(\mathbf k\cdot\mathbf q_-)/q_-^4+q_-^2(\mathbf k\cdot\mathbf q_+)/q_+^4}{q_+^4+q_-^4}.
$$

Expand for $k\ll q$ with $u=\mathbf k\cdot\mathbf q/q^2$. To the order needed, $q_\pm^2=q^2(1\pm u)$, $q_\pm^{-4}=q^{-4}(1\mp2u)$ and $\mathbf k\cdot\mathbf q_\pm=k^2/2\pm\mathbf k\cdot\mathbf q$. The two terms of the numerator are

$$
\frac1{q^2}\left[\frac{k^2}{2}\mp\mathbf k\cdot\mathbf q-\frac{3(\mathbf k\cdot\mathbf q)^2}{q^2}\right],
$$

with the upper sign for the first. The linear parts cancel in the sum. The denominator is $2q^4$ to leading order, and the angular average replaces $(\mathbf k\cdot\mathbf q)^2$ by $k^2q^2/d$:

$$
\overline S=-\frac{\lambda DH_kk^2}{2\kappa^2q^6}\left(1-\frac6d\right)
=\frac{\lambda DH_kk^2}{\kappa^2q^6}\,\frac{6-d}{2d}.
$$

Both $\mathbf q_\pm$ must lie in the shell, which moves its edges by order $k$. As $S$ is already of order $k^2$, this affects only order $k^3$.

The two gradients in $(\nabla f)^2$ give $-\mathbf q_+\cdot\mathbf q_-\simeq q^2$, and the outer operator gives $-\lambda k^2/2$. The added slow term is

$$
-\frac{\lambda k^2}{2}\int_qq^2\overline S=-\delta\kappa\,k^4H_k,\qquad
\delta\kappa=\frac{\lambda^2D}{\kappa^2}\,\frac{6-d}{4d}\int_qq^{-4}.
$$

Below six dimensions the fast slopes strengthen the smoothing. Letting $H$ vary slowly in time corrects this by terms like $k^4\partial_tH$, which are negligible beside $\partial_tH$ as $k\to0$. The coefficient of $\partial_th$ therefore stays one.

A ring calculation tests the result in $d=1$. With all coefficients one, fast modes in $1\le|q|\le2$ and a frozen wave of $k=1/60$, solving the full covariance matrix gives $\delta\kappa=0.1160$. The formula gives $(5/4)(1/\pi)(7/24)=0.1161$. Agreement this close relies on counting both end modes of the shell. With them left out the ring gives 0.109, which shows the edge correction of relative order $k$.

## (c) Do fast modes change the deposition noise?

**Question.** Find the slow random force produced by fluctuations of $(\nabla f)^2$.

**Solution.** In time, fast modes have correlation $C(q)e^{-\kappa q^4|t|}$. The force is $-(\lambda k^2/2)[(\nabla f)^2]_{\mathbf k}$. Its correlation contains a product of two such functions, and Gaussian statistics allow two pairings. For $k\ll q$ the zero-frequency strength is

$$
2\,\delta D(k)=\frac{\lambda^2k^4}{4}\,2\int_qq^4C(q)^2\int_{-\infty}^{\infty}dt\,e^{-2\kappa q^4|t|}.
$$

The time integral is $1/(\kappa q^4)$, and $q^4C^2=D^2/(\kappa^2q^4)$. Therefore

$$
\delta D(k)=\frac{\lambda^2D^2}{4\kappa^3}\,k^4\int_qq^{-8}.
$$

This vanishes at $k=0$ because surface currents cannot change the total volume. The white deposition noise $D$ is not renormalised by this term.

## (d) Do fast modes change the coupling?

**Question.** Find the one-loop correction to $\lambda$ without evaluating triangle diagrams.

**Solution.** In the slow equation a quadratic term has the form $-k^2V(\mathbf k_1,\mathbf k_2)H_{\mathbf k_1}H_{\mathbf k_2}$, with $\mathbf k=\mathbf k_1+\mathbf k_2$. The factor $k^2$ is the outer Laplacian. Adding a constant to $h$ has no effect, so $V$ vanishes when either wavevector does. The shell contains no slow modes, so the leading part of $V$ is a polynomial in the slow wavevectors. Isotropy then leaves $V\propto\mathbf k_1\cdot\mathbf k_2$ at lowest order. One number fixes this term, and a uniform slope $\mathbf s$ measures it.

Put $h=\mathbf s\cdot\mathbf x+f$. The cross term in $(\nabla h)^2$ is $2\mathbf s\cdot\nabla f$, so

$$
\partial_tf=-\kappa\nabla^4f+\lambda(\mathbf s\cdot\nabla)\nabla^2f+\eta,\qquad
\dot f_{\mathbf q}=-\left[\kappa q^4+i\lambda(\mathbf s\cdot\mathbf q)q^2\right]f_{\mathbf q}+\eta_{\mathbf q}.
$$

The slope adds only a frequency. In the equation for $\langle|f_{\mathbf q}|^2\rangle$ the imaginary part cancels against its conjugate, so $C(q)=D/(\kappa q^4)$ for any slope. The quantity under the outer Laplacian is $(\lambda/2)[s^2+\langle(\nabla f)^2\rangle]$. Its second part does not depend on $\mathbf s$, and hence $\delta\lambda=0$ at one loop.

The ring of part (b) tests this through the second harmonic of the frozen wave. At $k=1/60$ the relative shift of $\lambda$, divided by $\int_qq^{-4}$, is $-0.0022$. Halving $k$ from $1/30$ reduced the shift itself by a factor 3.8, consistent with a remainder that vanishes about as $k^2$.

## (e) What are the rough exponents?

**Question.** Combine the shell averages with the change of scale, and treat $d=4$ as well.

**Solution.** Let $K_d=S_d/(2\pi)^d$, where $S_d$ is the area of the unit sphere. A thin shell contributes $\int_qq^{-4}=K_d\Lambda^{d-4}dl$. Define

$$
g=\frac{K_d\lambda^2D\Lambda^{d-4}}{\kappa^3},\qquad A=\frac{6-d}{4d}.
$$

Parts (a) to (d) then give

$$
\frac{d\ln\kappa}{dl}=z-4+Ag,\qquad
\frac{d\ln D}{dl}=z-2\alpha-d,\qquad
\frac{d\ln\lambda}{dl}=\alpha+z-4 .
$$

As $\ln g$ contains $2\ln\lambda+\ln D-3\ln\kappa$,

$$
\frac{d\ln g}{dl}=2(\alpha+z-4)+(z-2\alpha-d)-3(z-4)-3Ag=4-d-3Ag .
$$

For $0<d<4$ there is a fixed point

$$
g^*=\frac{4-d}{3A}=\frac{4d(4-d)}{3(6-d)} .
$$

A small departure from it decays as $e^{-(4-d)l}$, so it is stable. Stationary $D$ requires $z=2\alpha+d$, and stationary $\lambda$ requires $\alpha+z=4$. Substituting the first into the second gives $3\alpha+d=4$. Thus

$$
\boxed{\alpha=\frac{4-d}{3},\qquad z=\frac{8+d}{3},\qquad \beta=\frac{4-d}{8+d}.}
$$

The equation for $\kappa$ agrees, since $z-4+Ag^*=z-4+(4-d)/3=0$. For a surface with $d=2$ the values are $\alpha=2/3$, $z=10/3$, $\beta=1/5$. The linear theory has $1$, $4$, $1/4$. The nonlinearity speeds relaxation at long wavelength and lowers the roughness.

At $d=4$ the flow is $dg/dl=-3g^2/8$, with solution $g=g_0/(1+3g_0l/8)$. The coupling dies only logarithmically with length. For $d>4$ a weak coupling dies as a power, and the linear theory applies. The expansion is controlled when $4-d$ is small; its use at $d=2$ is an extrapolation.

## (f) Is the relation $\alpha+z=4$ protected?

**Question.** Use waves 1 and 2 on a one-dimensional ring of length $2\pi$ to see whether $\lambda$ survives the next order unchanged.

**Solution.** Write $f=\sum a_ne^{inx}$ with $n=\pm1,\pm2$. Let $E=D/(2\pi)$, so that $C_n=\langle|a_n|^2\rangle=E/(\kappa n^4)$ at lowest order. A slope $s$ gives $\omega_n=\lambda sn^3$. The nonlinear term in mode $n$ is $(\lambda/2)n^2\sum_{p+r=n}pr\,a_pa_r$, hence

$$
\dot a_1=-(\kappa+i\omega_1)a_1-2\lambda a_2a_1^*+\eta_1,\qquad
\dot a_2=-(16\kappa+i\omega_2)a_2+2\lambda a_1^2+\eta_2 .
$$

Let $T=\langle a_1^2a_2^*\rangle$. With the Gaussian value $\langle|a_1|^4\rangle=2C_1^2$, its stationary equation is

$$
0=-\left[18\kappa+i(2\omega_1-\omega_2)\right]T-4\lambda C_1C_2+4\lambda C_1^2 .
$$

The detuning is $2\omega_1-\omega_2=-6\lambda s$, so

$$
\mathrm{Re}\,T=4\lambda C_1(C_1-C_2)\frac{18\kappa}{324\kappa^2+36\lambda^2s^2}
\simeq\frac{2\lambda}{9\kappa}\,\frac{15E^2}{16\kappa^2}\left(1-\frac{\lambda^2s^2}{9\kappa^2}\right).
$$

The intensity equations are $0=-2\kappa\,\delta C_1-4\lambda\mathrm{Re}\,T$ and $0=-32\kappa\,\delta C_2+4\lambda\mathrm{Re}\,T$. They change the mean squared slope by

$$
\delta\langle f'^2\rangle=2(\delta C_1+4\,\delta C_2)=-\frac{3\lambda}{\kappa}\mathrm{Re}\,T
=-\frac58\,\frac{\lambda^2E^2}{\kappa^4}\left(1-\frac{\lambda^2s^2}{9\kappa^2}\right).
$$

The coefficient of $s^2$ is the relative change of the coupling:

$$
\frac{\delta\lambda}{\lambda}=\frac5{72}\left(\frac{\lambda^2E}{\kappa^3}\right)^2 .
$$

Solving the moment equations through fourth degree, with $\kappa=E=1$, $\lambda=0.01$ and $\lambda s=0.2$, gives the coefficient 0.0691 against $5/72=0.0694$. The finite slope accounts for the difference: it divides the result by $1+0.2^2/9$. If the frequency is made linear in $n$, as a change to a moving frame would make it, the detuning vanishes and the computed shift is zero.

The cubic frequency therefore removes the protection that a moving frame would give. This small ring does not supply a two-loop exponent, but it shows that $\delta\lambda=0$ is a one-loop statement. The exponents in (e) must carry the same qualification.

## (g) How rough is a model film with silicon's atomic dimensions?

**Question.** Estimate $W$ for a 1000 nm film with growth rate $V=0.1$ nm/s, $\kappa=0.01$ nm⁴/s, $|\lambda|=0.1$ nm³/s and $\Lambda=2$ nm⁻¹. Judge the neglected effects.

**Solution.** The number of atoms landing on area $a$ in time $t$ has mean and variance $Vat/\Omega$, where $\Omega=0.0200$ nm³ is the atomic volume. The deposited volume has variance $\Omega Vat$, which must equal $2Dat$. Hence $D=\Omega V/2=0.00100$ nm⁴/s.

Without rescaling, $d\kappa/dl=AK_d\lambda^2Dk^{d-4}/\kappa^2$ with $k=\Lambda e^{-l}$. For $d=2$, $A=1/2$ and $K_2=1/(2\pi)$, and integration gives

$$
\kappa(k)^3=\kappa^3+\frac{3\lambda^2D}{8\pi}\left(k^{-2}-\Lambda^{-2}\right).
$$

The two parts are equal at $1/k=1.04$ nm, where $\kappa(k)$ is still only 26% above its bare value. It has doubled at about 2.5 nm. Giving each mode its own $\kappa(q)$ yields the leading estimate

$$
W^2(t)=\int_0^\Lambda\frac{q\,dq}{2\pi}\,\frac{D}{\kappa(q)q^4}\left[1-e^{-2\kappa(q)q^4t}\right].
$$

Define the correlation length $\xi=1/k$ by $2\kappa(k)k^4t=1$. At $t=1000/0.1=10^4$ s it is 5.0 nm, where $\kappa(k)=0.0313$ nm⁴/s.

| Film (nm) | $\xi$ (nm) | $W$ (nm) | Linear $W$ (nm) | Local $\beta$ |
|---:|---:|---:|---:|---:|
| 100 | 2.5 | 0.22 | 0.25 | 0.225 |
| 1000 | 5.0 | 0.37 | 0.44 | 0.211 |
| 10000 | 10.0 | 0.59 | 0.79 | 0.205 |

The local exponent approaches $1/5$ from above. At 1000 nm, $W$ is 2.7 layers of height $b=0.136$ nm, so layer discreteness is not negligible. The coupling at $\xi$ is 1.30, near $g^*=4/3$. Finite one-loop amplitude corrections are omitted. They are not small: the estimate overstates the effect of the nonlinearity about twofold. The equation itself, with the same coefficients and cutoff, gives $W$ near 0.24 nm at 100 nm and near 0.40 nm at 1000 nm, an effective exponent of about 0.23 over that decade. The table shows the trend and not precise roughnesses.

The size of $\lambda$ can be read from the adatom density. On a terrace of width $w$ with absorbing edges, flux $F$ and diffusivity $D_s$ give $\rho=Fx(w-x)/(2D_s)$, with mean $Fw^2/(12D_s)$. On a surface of slope $m$, $w=b/m$; on a flat one a capture length $\ell$ takes its place. A rough interpolation is

$$
\rho=\frac{F}{12D_s}\left(\frac1{\ell^2}+\frac{m^2}{b^2}\right)^{-1}.
$$

With $F=V/\Omega$, the $m^2$ term in $\Omega D_s\nabla^2\rho$ gives $|\lambda|=V\ell^4/(6b^2)$ and hence $\ell=0.58$ nm. This estimate makes $\lambda$ negative, but $h\to-h$ reverses its sign without changing $W$. The ratio of the next term to this one is $m^2\ell^2/b^2=0.44$ at the rms slope 0.157 given by the same running-$\kappa$ estimate, which looks tolerable. Its effect on slow waves is larger. For a slow slope $\mathbf s$ and Gaussian fast slopes $\mathbf u$ in two dimensions, the part of $\langle|\mathbf s+\mathbf u|^4\rangle$ proportional to $s^2$ is $4\langle u^2\rangle s^2$. The next term therefore changes the slow coupling by $4\times0.44\simeq1.8$ times the retained one, with opposite sign, and the slope expansion fails here. The full interpolation keeps the sign of $\lambda$, but the same Gaussian average leaves only about a third of the coupling. This brings $W$ to within a few per cent of its linear value at 1000 nm. The table is the running-$\kappa$ estimate for the truncated equation only.

In a real reactor the growth rate is ordinary for slow epitaxy, while the very short $\ell$ represents low adatom mobility. The coefficients are round model values, not measurements. So short an $\ell$ points to growth near room temperature, where silicon epitaxy breaks down after a few nanometres. The example borrows silicon's atomic volume and layer height, but it does not predict the roughness of a real silicon film at the listed thicknesses. Temperature enters through $\kappa$ and $\lambda$: doubling both at fixed growth rate and thickness lowers the estimated $W$ from 0.37 to 0.32 nm.

Two neglected effects also matter. In vapour deposition sticking may depend on slope. A loss $0.01V(\nabla h)^2/2$ is a Kardar–Parisi–Zhang term, with size $0.01V/(|\lambda|k^2)=0.25$ relative to the conserved one at $\xi=5$ nm. This ratio grows as $\xi^2$ and is about one for the thickest film.

The other is a step-edge barrier. If it sends all adatoms uphill, the mean current on a terrace of width $\ell$ is $V\ell/2$. Terraces bounded by slope-induced steps cover a fraction of about $m\ell/b$, so the current is roughly $V\ell^2m/(2b)$. Its coefficient is 98 times $\kappa(k)k^2$, and it destabilises the surface. The estimate of $W$ therefore requires a net bias well below 1% of this strong-barrier value. Otherwise the exponents of (e) do not describe the film at this scale. The remaining figures are in the numerical output.

## Calculated quantities

```
KINETIC ROUGHENING: ONE-LOOP TESTS
kappa shift, ring d=1: 0.11602 (model units)
kappa shift, formula d=1: 0.11605 (model units)
lam shift / shell integral, k=1/60: -0.00221
lam shift ratio, k=1/30 to 1/60: 3.819
d=2 loop/K_d: numerical 0.18746, formula 0.18750
d=3 loop/K_d: numerical 0.12497, formula 0.12500
d=4 loop/K_d: numerical 0.08661, formula 0.08664
next-order lam coefficient, cubic frequency: 0.06913
same, linear frequency: 0.00000
d=1: alpha 1.0000, z 3.0000, beta 0.3333
d=2: alpha 0.6667, z 3.3333, beta 0.2000
d=3: alpha 0.3333, z 3.6667, beta 0.0909
fixed coupling g*, d=2: 1.3333
SILICON EXAMPLE
growth rate: 0.100 nm/s
kappa: 0.010 nm^4/s
absolute lam: 0.100 nm^3/s
cutoff: 2.00 nm^-1
atomic volume: 0.02002 nm^3
layer height: 0.1358 nm
noise strength D: 0.001001 nm^4/s
rough capture length: 0.577 nm
bare coupling g: 0.3984
crossover length 1/k: 1.042 nm
film 100 nm: time 1000 s, corr. length 2.523 nm
  W 0.2225 nm, linear W 0.2473 nm, beta 0.2252
film 1000 nm: time 10000 s, corr. length 5.001 nm
  W 0.3669 nm, linear W 0.4447 nm, beta 0.2112
film 10000 nm: time 100000 s, corr. length 9.961 nm
  W 0.5918 nm, linear W 0.7934 nm, beta 0.2048
NEGLECTED EFFECTS, 1000 nm FILM
kappa at correlation length: 0.03127 nm^4/s
coupling g at correlation length: 1.3028
roughness / layer height: 2.702
rms slope: 0.1569
next slope term / retained term: 0.444
KPZ / conserved term at 1% loss: 0.250
strong step bias / relaxation: 97.9
largest tolerable bias fraction: 1.02 %
diffusion / deposition noise: 0.00222
generated / deposition noise: 0.05428
W with kappa and lam doubled: 0.3173 nm
```
